\section*{Kinks, the Kinetic Surface Term and Plane-Wave Cutoffs in APW+lo, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: Green's identity and an explicit expansion}

\subsection{Fewer waves from less smooth functions}

A model crystal has one attractive well per simple cubic cell, with lattice constant $3$~\AA. To bring its four lowest bands at one $\mathbf k$ point within $0.1$~eV of an independent reference, the linearized augmented-plane-wave (LAPW) basis needs 73 plane waves. The basis of augmented plane waves plus local orbitals (APW+lo) needs 51, together with nine local orbitals. Yet its functions are the less smooth ones: their slopes jump at a sphere around each well. If the kinetic energy is computed from the Laplacian on the two sides of that sphere, with the resulting matrix symmetrized to make it Hermitian and nothing added, the sum of the four band energies comes out about $210$~eV too low at a somewhat larger cutoff, and it falls without limit as plane waves are added. Both facts come from the kinks. A surface term accounts for their kinetic energy, and the freedom to have kinks permits the smaller cutoff.

The algebra uses atomic units. One electron moves in a fixed periodic potential, $H=-\tfrac12\nabla^2+V$. The cell has volume $\Omega$ and contains one sphere of radius $R$ centred at the origin, which does not touch the cell faces. In the example
\begin{equation}
V(r)=-V_0\left(1-\frac{r^2}{R^2}\right)^2\quad(r<R),\qquad V=0\ \text{outside},
\end{equation}
with $V_0=120$~eV and $R=1.2$~\AA. These are round model parameters. Their use is that the same Hamiltonian can also be diagonalized in ordinary plane waves, without spheres.

All functions obey the Bloch condition with wave vector $\mathbf k$. Write $\mathbf K=\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. Around the origin a normalized plane wave has the expansion
\begin{equation}
\begin{aligned}
\frac{e^{i\mathbf K\cdot\mathbf r}}{\sqrt\Omega}
&=\sum_{lm}A_{lm}(\mathbf K)\,j_l(Kr)\,Y_{lm}(\hat{\mathbf r}),\\
A_{lm}(\mathbf K)&=\frac{4\pi i^l}{\sqrt\Omega}\,Y_{lm}^*(\hat{\mathbf K}).
\end{aligned}
\end{equation}
Augmentation replaces $j_l$ inside the sphere for $l\le2$. For $l>2$ the plane wave is left as it is. Every basis function is then continuous in value, with no error from cutting off the sum over $l$.

\subsection{The radial functions and the two bases}

For each $l\le2$ fix an energy parameter $E_l$. Let $h_l$ be the radial Hamiltonian,
\begin{equation}
h_l=-\frac12\left[\frac{1}{r^2}\frac{d}{dr}r^2\frac{d}{dr}-\frac{l(l+1)}{r^2}\right]+V(r),
\end{equation}
and let $u_l$ be its real regular solution at $E_l$, with $\int_0^Ru_l^2r^2dr=1$. Differentiating $(h_l-E_l)u_l=0$ with respect to $E_l$ gives the equation for the energy derivative $\dot u_l$:
\begin{equation}
(h_l-E_l)u_l=0,\qquad (h_l-E_l)\dot u_l=u_l .
\label{eq:radial}
\end{equation}
A multiple of $u_l$ may be added to $\dot u_l$ without changing the second equation or the space spanned by the pair.

The values and slopes of the pair at $R$ are linearly independent. To see this, multiply the second equation by $u_l$, the first by $\dot u_l$, and subtract. The potential and centrifugal terms cancel, leaving
\begin{equation}
-\frac{1}{2r^2}\frac{d}{dr}\left[r^2(u_l\dot u_l'-u_l'\dot u_l)\right]=u_l^2 .
\end{equation}
Multiply by $r^2$ and integrate from $0$ to $R$. The lower limit contributes nothing because both functions are regular, so
\begin{equation}
W_l\equiv(u_l\dot u_l'-u_l'\dot u_l)_{R}=-\frac{2}{R^2}\ne0 .
\label{eq:wronskian}
\end{equation}

Assume $u_l(R)\ne0$. The APW, called $\phi_{\mathbf K}$, is the plane wave with its $l\le2$ radial parts inside the sphere replaced by
\begin{equation}
A_{lm}(\mathbf K)\,j_l(KR)\,\frac{u_l(r)}{u_l(R)} .
\label{eq:apw}
\end{equation}
This matches the value at $R$ but in general not the slope. The local orbital $\lambda_{lm}$ vanishes outside the sphere and equals $f_l(r)Y_{lm}$ inside, where
\begin{equation}
f_l(r)=N_l\left[\dot u_l(r)-\frac{\dot u_l(R)}{u_l(R)}u_l(r)\right].
\label{eq:lo}
\end{equation}
The constant $N_l$ normalizes $f_l$. Its value at $R$ is zero, and its slope is
\begin{equation}
f_l'(R)=N_l\,\frac{u_l\dot u_l'-\dot u_lu_l'}{u_l}\bigg|_R=\frac{N_lW_l}{u_l(R)}\ne0 .
\label{eq:loslope}
\end{equation}
The local orbital therefore has a kink too. There is one for each $(l,m)$ with $l\le2$, hence $p=1+3+5=9$.

\subsection{Green's identity on the two sides}

Two kinetic matrices can be written for such functions. The gradient form and the piecewise Laplacian form are
\begin{equation}
\begin{aligned}
T_{ij}&=\frac12\int_\Omega\nabla\phi_i^*\cdot\nabla\phi_j\,d^3r,\\
L_{ij}&=-\frac12\left(\int_S+\int_I\right)\phi_i^*\nabla^2\phi_j\,d^3r .
\end{aligned}
\end{equation}
Here $S$ is the open sphere and $I$ the interstitial region. The surface itself is left out of $L$. Within either region the functions are smooth, so the product rule gives
\begin{equation}
\nabla\phi_i^*\cdot\nabla\phi_j=\nabla\cdot(\phi_i^*\nabla\phi_j)-\phi_i^*\nabla^2\phi_j .
\end{equation}
Integrate over $S$. The outward normal is $+\hat{\mathbf r}$, and the divergence theorem yields
\begin{equation}
\frac12\int_S\nabla\phi_i^*\cdot\nabla\phi_j
=-\frac12\int_S\phi_i^*\nabla^2\phi_j
+\frac12\oint\phi_i^*\,\partial_r\phi_j|_{\rm in}\,dS .
\end{equation}
For $I$ the normal pointing out of the region at the sphere is $-\hat{\mathbf r}$, so the sphere contributes with a minus sign. On opposite cell faces the Bloch phases cancel in $\phi_i^*\nabla\phi_j$ while the normals are opposite, so the faces contribute zero in total:
\begin{equation}
\frac12\int_I\nabla\phi_i^*\cdot\nabla\phi_j
=-\frac12\int_I\phi_i^*\nabla^2\phi_j
-\frac12\oint\phi_i^*\,\partial_r\phi_j|_{\rm out}\,dS .
\end{equation}
Since $\phi_i$ is continuous, the same surface value multiplies both slopes. Adding the two equations gives
\begin{equation}
\begin{aligned}
T_{ij}&=L_{ij}+D_{ij},\\
D_{ij}&=\frac12\oint\phi_i^*\left(\partial_r\phi_j|_{\rm in}-\partial_r\phi_j|_{\rm out}\right)dS .
\end{aligned}
\label{eq:surface}
\end{equation}

Only channels with $l\le2$ have a slope jump. Let $F_{j,lm}$ and $J_{j,lm}$ be the radial parts of $\phi_j$ inside and outside. With $dS=R^2d\hat{\mathbf r}$ and orthonormal harmonics,
\begin{equation}
D_{ij}=\frac{R^2}{2}\sum_{l\le2,m}F_{i,lm}^*(R)
\left[F_{j,lm}'(R)-J_{j,lm}'(R)\right].
\label{eq:channels}
\end{equation}
If $\phi_i$ is a local orbital, its surface value is zero and so is $D_{ij}$. If $\phi_i$ is an APW and $\phi_j$ a local orbital, $D_{ij}$ contains the nonzero slope \eqref{eq:loslope}.

The example shows the difference. Take the APW of smallest $K$ and the $p_z$ local orbital, with real harmonics and the factor $i^l$ absorbed in the local orbital. In eV,
\begin{equation}
\begin{aligned}
T_{\phi\lambda}&=25.735-3.744=21.991,\\
T_{\lambda\phi}&=21.991+0=21.991 .
\end{aligned}
\end{equation}
The two orders of the piecewise Laplacian differ by $3.744$~eV, while the gradient form is Hermitian. For this APW with itself the sum is $21.701+1.918=23.619$~eV. Over the whole matrix, \eqref{eq:surface} holds to a few parts in $10^{15}$ of the largest kinetic element.

\subsection{The LAPW space lies inside the APW+lo space}

The LAPW $\chi_{\mathbf K}$ also starts from a plane wave, but inside the sphere its radial part is $A_{lm}(a_lu_l+b_l\dot u_l)$, matched in value and slope. With all radial functions taken at $R$, and $j_l'$ denoting the derivative with respect to the argument,
\begin{equation}
a_lu_l+b_l\dot u_l=j_l(KR),\qquad
a_lu_l'+b_l\dot u_l'=Kj_l'(KR).
\label{eq:match}
\end{equation}
Multiply the second equation by $u_l$, the first by $u_l'$, and subtract:
\begin{equation}
b_l(K)=\frac{u_lKj_l'(KR)-u_l'j_l(KR)}{W_l}.
\label{eq:b}
\end{equation}
This exists because of \eqref{eq:wronskian}. The first equation gives $a_l=[j_l(KR)-b_l\dot u_l(R)]/u_l(R)$. Inserting it in the inner function yields
\begin{equation}
\begin{aligned}
a_lu_l(r)+b_l\dot u_l(r)
&=j_l(KR)\frac{u_l(r)}{u_l(R)}\\
&\quad+b_l\left[\dot u_l(r)-\frac{\dot u_l(R)}{u_l(R)}u_l(r)\right].
\end{aligned}
\end{equation}
The first term is the APW \eqref{eq:apw} and the bracket is $f_l/N_l$. Outside the sphere nothing differs. Hence
\begin{equation}
\chi_{\mathbf K}=\phi_{\mathbf K}
+\sum_{l\le2,m}\frac{A_{lm}(\mathbf K)b_l(K)}{N_l}\lambda_{lm}.
\label{eq:inclusion}
\end{equation}
Each LAPW is a fixed combination of one APW and the nine local orbitals. For the same plane waves, the LAPW space is a subspace of the APW+lo space.

Let $\mathcal E[\phi]$ be the energy quotient with the gradient form,
\begin{equation}
\mathcal E[\phi]=
\frac{\frac12\int|\nabla\phi|^2+\int V|\phi|^2}{\int|\phi|^2}.
\end{equation}
The $n$th energy obtained in a trial space $X$ is
\begin{equation}
E_n(X)=\min_{M\subset X,\ \dim M=n}\ \max_{0\ne\phi\in M}\mathcal E[\phi].
\label{eq:minmax}
\end{equation}
A larger $X$ offers more subspaces $M$, so the minimum cannot rise. With $E_n$ the true band energy of the model,
\begin{equation}
E_n\le E_n^{\rm APW+lo}\le E_n^{\rm LAPW}.
\label{eq:order}
\end{equation}
Within each method, raising the cutoff also enlarges the space, so the errors cannot grow. If LAPW meets a tolerance at some cutoff, APW+lo meets it there as well. Its required cutoff is therefore never larger, for the same potential, the same energy parameters and a local orbital in every channel where slope matching is dropped.

\subsection{How much smaller the cutoff is}

The inequality does not give the size of the saving. A cutoff $K_{\max}$ keeps all plane waves with $K=|\mathbf K|\le K_{\max}$; it is quoted below as the dimensionless product $RK_{\max}$. For the example, $\mathbf k=(0.1,0.2,0.3)\,2\pi/a$, with $a$ the lattice constant, and $E_0=-55$~eV, $E_1=E_2=-12$~eV. The reference bands, from 1080 ordinary plane waves, lie at $-50.52$, $-10.96$, $-10.54$ and $-10.20$~eV. Lowering the reference cutoff from $RK=16$ to $14$ changes them by at most about $10^{-4}$~eV. The largest error among the four bands, relative to this reference, is as follows.

\begin{center}
\begin{tabular}{ccc}
$RK_{\max}$ & APW+lo (eV) & LAPW (eV)\\
5 & 0.271 & 0.962\\
6 & 0.075 & 0.196\\
7 & 0.021 & 0.040\\
8 & 0.0096 & 0.0137\\
11 & 0.0081 & 0.0097
\end{tabular}
\end{center}

An error of $0.1$~eV is reached at $RK_{\max}=5.7$ with APW+lo and at $6.5$ with LAPW, on a scan in steps of $0.1$. Dividing by $R$ gives cutoffs of $5.7/1.2=4.75$ and $6.5/1.2=5.42$~\AA$^{-1}$, a reduction of 12\%. The plane-wave counts are 51 and 73. With the nine local orbitals the matrix sizes are 60 and 73, so the saving survives the added functions. The ordering \eqref{eq:order} alone would not guarantee this, because it compares equal numbers of plane waves.

For $0.01$~eV the cutoffs are $RK_{\max}=7.9$ and $10.4$, and the matrix sizes 139 and 296. Dense diagonalization costs roughly the cube of the size, so the ratio of costs is about $(139/296)^3\approx0.10$. This comparison needs care. The APW+lo error levels off near $0.008$~eV, because $u_l$ and $\dot u_l$ at fixed $E_l$ cannot represent the sphere functions perfectly. This floor belongs to the lowest band. A tolerance of $0.01$~eV leaves only about $0.002$~eV for the plane-wave error of that band, and in LAPW this error decreases slowly, so the LAPW cutoff is sensitive to the exact tolerance. At $0.014$~eV, for example, LAPW already succeeds at $RK_{\max}=8$, with 132 plane waves instead of 296. Most of the large saving at $0.01$~eV therefore reflects the nearby error floor and should not be expected in general.

\section{Second derivation: a rounded kink and a counted constraint}

\subsection{Symbols and results carried over}

The potential is fixed and bounded, and $R$ is the sphere radius. Basis functions are continuous Bloch functions whose radial slopes may jump at $r=R$ in the channels $l\le2$. The gradient kinetic matrix is $T$; $L$ is the Laplacian matrix with the sphere surface left out; $D=T-L$ was found to be the surface integral \eqref{eq:surface}. Inside the sphere, $u_l$ solves the radial equation at $E_l$ and $\dot u_l$ is its energy derivative, with $W_l=-2/R^2$ from \eqref{eq:wronskian}. An APW $\phi_{\mathbf K}$ uses $u_l$ alone and matches the plane wave in value. A local orbital $\lambda_{lm}$ has the radial part $f_l$ of \eqref{eq:lo}, with zero value and slope $N_lW_l/u_l(R)$ at $R$. An LAPW matches value and slope with the coefficient $b_l(K)$ of \eqref{eq:b}. The following argument obtains the surface term and the energy ordering again, without integrating over the two regions separately and without expanding one LAPW at a time.

Green's identity has given the surface term, and writing each LAPW as one APW plus local orbitals has shown that APW+lo never needs the larger cutoff under the stated conditions. What remains is to recover both results by rounding the kink and counting slope conditions, and to see what goes wrong without the surface term.
